# Why tie-line path segments are interfaces and crossing segments are zones

Suppose a coating of phase $\beta$ is joined to an alloy of phase $\alpha$, and the measured compositions are drawn as a path on the ternary isotherm. The path crosses the $\alpha+\beta$ field. If every such crossing is read as a layer of mixed phases, a layer is predicted where there may be only a surface. If every crossing is read as a surface, a band of precipitates hundreds of micrometres wide may be missed. The length of a segment on the isotherm measures composition, not distance. For a couple that starts with a sharp step and stays in local equilibrium, the segment's direction relative to the tie lines supplies the missing information.

## Setting

Temperature and pressure are fixed. Two half-spaces of components A, B, C are joined at $x=0$ with a sharp step. Molar volumes are equal, and fluxes $J_i$, divided by the total concentration, are measured in the frame where $\sum_i J_i=0$. Each small region is in local equilibrium, and interface curvature is ignored. In a mixture, $z_i$ is the mole fraction averaged over both phases and $f$ is the fraction of $\beta$:

$$z_i=(1-f)x_i^\alpha+f x_i^\beta .$$

The path is $z(\lambda)$ with $\lambda=x/\sqrt t$. Three-phase equilibria are left out.

## First contribution: thermodynamics

At fixed temperature and pressure, three components in two phases leave $3-2=1$ freedom, the choice of tie line. Moving along a tie line changes $f$ but neither phase composition, so $d\mu_i=0$ for every component.

Moving to another tie line must satisfy the Gibbs-Duhem relation in each phase:

$$\sum_i x_i^\alpha d\mu_i=0,\qquad \sum_i x_i^\beta d\mu_i=0 .$$

The vector $d\mu$ is perpendicular to both composition vectors, hence $d\mu\propto x^\alpha\times x^\beta$. It cannot vanish: in a stable phase the potentials fix the composition, so unchanged potentials would mean an unchanged tie line.

In a binary the count is $2-2=0$. All mixtures then have the same potentials, and the argument below leaves no room for a diffusion-grown mixed zone.

## Second contribution: transport

Fluxes are driven by potential gradients. Multiplying the two Gibbs-Duhem relations by $1-f$ and $f$ and adding gives $\sum_i z_i\,d\mu_i=0$. This fixes $d\mu_A$ once the differences $\tilde\mu_j=\mu_j-\mu_A$ are known, with $j=B,C$. Therefore

$$J=-\hat L\,\frac{\partial\tilde\mu}{\partial x},$$

where $\hat L$ is positive definite because diffusion dissipates free energy.

Let $g=\sum_i z_i\mu_i$ be the molar Gibbs energy of the equilibrated alloy. Since $\sum_i z_i d\mu_i=0$ and $dz_A=-dz_B-dz_C$, we have $dg=\tilde\mu_B dz_B+\tilde\mu_C dz_C$. With $H$ the matrix of second derivatives of $g$,

$$J=-D_{\rm eff}\frac{\partial z}{\partial x},\qquad D_{\rm eff}=\hat L H .$$

Let $t_{\rm tie}$ be the tie-line direction in the $(z_B,z_C)$ plane. Potentials do not change along it, so $Ht_{\rm tie}=0$. A symmetric $2\times2$ matrix with this property has the form $H=\kappa nn^{T}$, with $n$ perpendicular to $t_{\rm tie}$. Convexity of $g$, and the change of potentials between tie lines, give $\kappa>0$. One eigenvalue of $D_{\rm eff}$ is therefore zero. The other equals the trace, $\kappa n^{T}\hat L n>0$. Composition differences along a tie line do not diffuse; differences across tie lines do.

## Third contribution: mass balance from a sharp start

Insert $z=z(\lambda)$ into $\partial z/\partial t=-\partial J/\partial x$. The left side is $-(\lambda/2t)\,dz/d\lambda$. Because $J$ is proportional to $\partial z/\partial x$, it has the form $J=j(\lambda)/\sqrt t$, and the right side is $-(1/t)\,dj/d\lambda$. Thus

$$\frac{\lambda}{2}\frac{dz}{d\lambda}=\frac{dj}{d\lambda}.$$

**Along a tie line.** If a layer of finite thickness had compositions running along one tie line, $j$ would vanish throughout it. Then $\lambda\,dz/d\lambda=0$, so $z$ could not vary continuously there. The segment must be a jump of zero width. Integrating the balance across a jump at $\lambda=\xi$ gives

$$\frac{\xi}{2}[z]=[j],$$

where brackets mean right value minus left value. If the jump joins the two ends of a tie line, it is a planar $\alpha|\beta$ interface. The points drawn between them correspond to no material.

**Across tie lines.** A finite jump of potential over a vanishing distance would need an unbounded flux, so the potentials are continuous. Both sides of any jump then have equal potentials and lie on the same tie line. A segment that changes tie line cannot be a jump; it fills an interval $\lambda_1<\lambda<\lambda_2$ of thickness $(\lambda_2-\lambda_1)\sqrt t$. Its points inside the two-phase field are mixtures of $\alpha$ and $\beta$. The average composition does not tell whether these are separate precipitates or interlocking fingers.

Three conditions deserve notice.

- A tie-line jump may also bound a mixed zone or lie within it, where $f$ changes abruptly.
- A slow interface reaction allows a jump of potential, and the two sides then need not share a tie line.
- A mixture deliberately graded along one tie line, between ends on that tie line, is already in equilibrium and stays as made. The sharp start excludes it.

The last condition can be probed with the model below. A graded layer 40 µm thick between equilibrium ends did not change in 100 h. Between the unequilibrated ends of the planar couple described below, it shrank from ten mixed cells of 4 µm to one.

## Fourth contribution: what selects the path

Take two ideal solutions with

$$\mu_i^\alpha=\mu_i^\circ+RT\ln x_i^\alpha,\qquad \mu_i^\beta=\mu_i^\circ+RT\ln(x_i^\beta/k_i).$$

Equality of potentials gives $x_i^\beta=k_i x_i^\alpha$. The lever rule then gives the activity

$$a_i=x_i^\alpha=\frac{z_i}{1+f(k_i-1)},$$

and $\sum_i(x_i^\beta-x_i^\alpha)=0$ determines $f$. With $k=(0.5,2.5,2.0)$ and $z=(0.55,0.33,0.12)$, one finds $f=0.493$. For A this means $a_A=0.55/(1-0.2465)=0.730$, while its mole fraction in $\beta$ is $k_Aa_A=0.365$. Direct minimization of the Gibbs energy gives the same $f$.

When does $\alpha$ become unstable to $\beta$? Forming a little $\beta$ of composition $y$ changes the Gibbs energy per mole by $RT\sum_i y_i\ln[y_i/(k_i z_i)]$. Minimizing with $\sum_i y_i=1$ gives $y_i=k_i z_i/S$, where $S=\sum_i k_i z_i$, and the minimum is $-RT\ln S$. Single-phase $\alpha$ is therefore supersaturated when $S>1$.

For transport, let each component have the same $D_i$ in both phases, conducting side by side. In the lattice frame the $\alpha$ part contributes $-(1-f)D_i\,\partial a_i/\partial x$ and the $\beta$ part $-fD_ik_i\,\partial a_i/\partial x$. Removing the net lattice drift gives

$$\tilde J_i=-D_i[1+f(k_i-1)]\frac{\partial a_i}{\partial x},\qquad J_i=\tilde J_i-z_i\sum_m\tilde J_m .$$

In single-phase $\alpha$ with $D_A=D_B=D$, use $\partial(z_A+z_B)/\partial x=-\partial z_C/\partial x$:

$$J_C=-[D_C-(D_C-D)z_C]\frac{\partial z_C}{\partial x}.$$

Exchange of A and B at uniform $z_C$ has diffusivity $D$. We take $D=1\times10^{-10}$ and $D_C=5\times10^{-10}$ cm²/s. At $z_C=0.02$ the two diffusivities are $1.00\times10^{-10}$ and $4.92\times10^{-10}$ cm²/s, so C spreads about $\sqrt{4.92}\approx2.2$ times as far. In the test mixture above, by contrast, one eigenvalue is zero to rounding and the other is $4.12\times10^{-10}$ cm²/s.

Now join two $\alpha$ alloys, $(0.75,0.23,0.02)$ on the left and $(0.68,0.02,0.30)$ on the right. Both have $S=0.99$; on the left, $0.375+0.575+0.040=0.990$. C enters the left alloy while B is still abundant there. Adding a fraction $\epsilon$ of C at a fixed A:B ratio changes $S$ by $\epsilon(k_C-S)=\epsilon(2-S)>0$. If $\beta$ is forbidden, $S$ reaches 1.0445 on cells of 8 µm, and 1.0450 in the limit of vanishing cell size.

If all three diffusivities are instead equal, each component follows the same error function. The path is straight, $S$ stays at 0.99, and no $\beta$ forms. For these ends, the unequal diffusivities bend the path into the two-phase field.

## The two outcomes compared

Keep the unequal diffusivities, 1373 K and 100 h, and change only the end alloys. The planar couple joins $\beta$ of $(0.34,0.56,0.10)$ to $\alpha$ of $(0.93,0.02,0.05)$. The zone couple is the $\alpha|\alpha$ pair above. No interface is imposed after the start. A cell counts as mixed when $f$ lies between 0.001 and 0.999.

For cells of 16, 8 and 4 µm, the planar couple has one mixed cell each time. Its apparent thickness follows the mesh, as expected for zero width. The zone couple gives 288, 272 and 276 µm, a width that survives refinement. These are counts of whole cells; in the limit of vanishing cell size the width is about 273 µm. Between 25 h and 100 h its width grows from 136 to 276 µm, a factor of 2.03 against the predicted 2; the cell size of 4 µm accounts for a difference of this order.

In the planar couple, extrapolating the single-phase profiles to the interface gives $\alpha=(0.7345,0.2128,0.0527)$ and $\beta=(0.3682,0.5264,0.1054)$. The ratios are 0.50, 2.47 and 2.00, within about 1% of the tie-line values $k_i$. The end alloys have an A ratio of $0.34/0.93=0.37$ and a B ratio of $0.56/0.02=28$, so for A and B the agreement was not supplied by the starting compositions. Their C ratio is already 2.00, so C provides no separate test.

The zone looks different:

| $x$ (µm) | $f$ | local $x_B^\alpha$ | local $x_C^\alpha$ |
|---:|---:|---:|---:|
| −298 | 0.001 | 0.225 | 0.034 |
| −162 | 0.045 | 0.199 | 0.069 |
| −94 | 0.088 | 0.176 | 0.099 |
| −26 | 0.053 | 0.148 | 0.136 |

The local $\alpha$ composition changes with position, so the path passes from tie line to tie line. The potential of C varies by $RT\ln(0.1356/0.0337)\approx15.9$ kJ/mol. The zone lies wholly on the side invaded by C. The $\beta$ fraction rises toward the right edge, reaches about 0.15 just before it (0.147 on the 4 µm mesh, 0.149 in the limit of vanishing cell size), and then drops abruptly to zero: a tie-line jump bounds the zone there. The last row of the table is the mesh cell cut by this jump, so its $f$ averages the zone with single-phase $\alpha$.

A solvable limit checks the moving jump. Let all diffusivities be $D=5\times10^{-10}$ cm²/s and keep the planar couple's ends, $z^L$ ($\beta$) and $z^R$ ($\alpha$). Put $u=x/(2\sqrt{Dt})$, with the interface at $u_0$. The profiles are

$$z^\alpha=z^R+(x^\alpha-z^R)\frac{\operatorname{erfc}u}{\operatorname{erfc}u_0},\qquad z^\beta=z^L+(x^\beta-z^L)\frac{\operatorname{erfc}(-u)}{\operatorname{erfc}(-u_0)} .$$

Here $j=-(\sqrt D/2)\,dz/du$ and $\xi=2\sqrt D\,u_0$. Differentiating at $u_0$ and inserting the fluxes into the jump condition gives

$$\sqrt\pi\,u_0e^{u_0^2}(x^\beta-x^\alpha)=-\frac{x^\alpha-z^R}{\operatorname{erfc}u_0}-\frac{x^\beta-z^L}{\operatorname{erfc}(-u_0)} .$$

Two independent component balances determine two unknowns, $u_0$ and the tie line. The solution puts the interface at −49.8 µm after 100 h; the mesh calculation gives −50.0 µm.

## Weighing the neglected effects

Nucleation decides whether the zone appears at all. At $S=1.0445$ the driving force is $\Delta G=11416\ln1.0445\approx497$ J/mol (503 J/mol at $S=1.0450$, which leaves the rounded estimates below unchanged). With an assumed interface energy $\gamma=0.5$ J/m² and molar volume $V_m=7$ cm³/mol, the critical radius $2\gamma V_m/\Delta G$ is 14 nm. The homogeneous barrier $16\pi\gamma^3V_m^2/(3\Delta G^2)$ is about $2\times10^4\,k_BT$, which rules out homogeneous nucleation for these values. Existing defects or a much lower interface energy are needed; otherwise $\alpha$ remains supersaturated.

The other effects change the width of the zone rather than its existence. A 10 K rise lengthens diffusion distances by about 9% for an assumed activation energy of 270 kJ/mol, with the partition ratios held fixed. The width is sensitive to those ratios, because both ends lie only 1% below saturation: raising or lowering all $k_i$ by 0.5% changes it by about +21% or −15%. If $k_i=\exp(-\Delta G_i/RT)$ with fixed $\Delta G_i$, the same 10 K rise narrows the zone by about 7% through the $k_i$ alone, nearly cancelling the 9%. Blocking all transport through $\beta$ changes the zone width from 272 to 264 µm on cells of 8 µm, a difference of only one cell at that resolution; in the limit of vanishing cell size the change is from 273 to 261 µm, about 4%. For a 5 µm precipitate spacing, the squared spacing divided by $D$ is 0.7 h. This rough upper estimate of the equilibration time makes local equilibrium doubtful early in the first hour but reasonable at 100 h. Curvature of radius 1 µm raises the potentials in $\beta$ by 7 J/mol at fixed composition. The equilibrium potentials then shift by the order of 10 J/mol, far below the 15.9 kJ/mol variation for C. At fixed average composition this lowers $f$ by about 0.001, which narrows the zone by about 2%.

The diffusivities and partition ratios are model values, and real diffusivities vary with composition and phase. A real coating is also finite, perhaps 100 µm thick. In the unbounded couple the zone's outer edge is near 300 µm at 100 h, so by the $\sqrt t$ law it passes 100 µm after about $100(100/300)^2\approx11$ h. In a coating whose outer surface lets nothing escape, C collects at that surface and the zone reaches it sooner; the $\sqrt t$ law then no longer applies. If the left alloy were such a coating, the calculated 276 µm could not be used as its zone width at 100 h. The vanishing flux along a tie line would still hold, because it depends on local equilibrium and not on the thickness of the couple.

The numerical output follows.

## Computed results

```
Order of components: A B C; compositions are mole fractions
Temperature 1373 K, time 100 h, RT 11416 J/mol
Diffusivities (cm2/s): 1.0e-10 1.0e-10 5.0e-10
Partition ratios k: 0.50 2.50 2.00
Test mixture z: 0.5500 0.3300 0.1200  beta fraction 0.4930
  beta fraction by Gibbs minimization 0.4930
  its alpha: 0.7299 0.1897 0.0804  its beta: 0.3650 0.4743 0.1608
D_eff eigenvalues, single phase (cm2/s): 1.00e-10 4.92e-10
D_eff larger eigenvalue, mixture (cm2/s): 4.12e-10
D_eff smaller/larger eigenvalue, mixture: 3e-13
PLANAR COUPLE beta end: 0.34 0.56 0.10  alpha end: 0.93 0.02 0.05
ZONE COUPLE left alpha: 0.75 0.23 0.02  right alpha: 0.68 0.02 0.30
Cell (um) | planar: mixed cells | zone: mixed cells, width (um)
  16 | 1 | 18, 288
  8 | 1 | 34, 272
  4 | 1 | 69, 276
Zone width at 25 h: 136 um; growth factor to 100 h: 2.03
Planar interface position at 100 h: -23.1 um
  alpha side: 0.7345 0.2128 0.0527  beta side: 0.3682 0.5264 0.1054
  ratio beta/alpha: 0.501 2.474 1.998
Equal-D interface: mesh -50.0 um, error-function solution -49.8 um
  largest profile difference away from interface: 0.0003
Largest sum(k z), alpha only, unequal D: 1.0445
Largest sum(k z), equal D control: 0.9900
Zone profile: x (um) | average z | beta fraction | local alpha
  -298 | 0.7412 0.2251 0.0337 | 0.0011 | 0.7416 0.2247 0.0337
  -230 | 0.7318 0.2202 0.0479 | 0.0173 | 0.7382 0.2147 0.0471
  -162 | 0.7164 0.2120 0.0716 | 0.0451 | 0.7329 0.1986 0.0685
  -94 | 0.6933 0.1994 0.1073 | 0.0883 | 0.7254 0.1761 0.0986
  -26 | 0.6970 0.1602 0.1428 | 0.0533 | 0.7161 0.1483 0.1356
Largest beta fraction in zone: 0.1471
Span of chemical potentials in zone (J/mol): 399 4743 15892
Graded tie-line mixture at equilibrium, largest change: 0e+00
Smeared 40 um interface: mixed cells 10 at start, 1 at end
Assumed: interface energy 0.5 J/m2, molar volume 7 cm3/mol
Capillary shift at radius 1 um: 7.0 J/mol
Driving force for beta: 497 J/mol; critical radius 14 nm
Homogeneous nucleation barrier: 2.2e+04 kT
Equilibration over 5 um spacing: 0.69 h
Zone width with beta blocking transport (8 um cells): 264 um
Length change for +10 K at 270 kJ/mol: 8.9 %
```
